\section*{Crack velocity from load relaxation in a double-cantilever specimen}

\section{Problem}

A low-$k$ dielectric film lies between two equal silicon arms, each of thickness $h$ and width $b$. A crack of length $a$, measured from the load line, runs along one interface of the film. The arms are pulled apart to a total opening $D$ at the load line, and the grips are then locked. In moist air the crack keeps growing slowly, and the load $P$ needed to hold the opening falls.

Take the arms as slender ($a\gg h$) and linear elastic, the deflections as small, the crack front as straight and the motion as quasi-static. The load train is rigid, and $P>0$ pulls the arms apart.

\begin{enumerate}
\item Express the crack velocity $v=da/dt$ through $a$, $P$ and $dP/dt$.
\item Express it through the load record and the initial values $a_0$, $P_0$ alone.
\item At one moment $a=20.489$ mm, $P=1.6198$ N and $dP/dt=-25.744\ \mu$N/s. Find $v$.
\item Find how the answer changes if the load train is compliant, the film is stressed or the opening drifts.
\end{enumerate}

\section{A tempting but wrong solution}

Treat each arm as a cantilever built in at the crack front. With $x$ measured from the front towards the load line, the bending moment is $P(a-x)$, so the deflection $w$ obeys
\begin{equation}
E'I\,w''=P(a-x),\qquad I=\frac{bh^3}{12},
\end{equation}
where $E'$ is the plane-strain bending modulus. Since $w(0)=w'(0)=0$, two integrations give
\begin{equation}
w(x)=\frac{P}{E'I}\left(\frac{ax^2}{2}-\frac{x^3}{6}\right),\qquad
w(a)=\frac{Pa^3}{3E'I}.
\end{equation}
Two arms open by $D=2w(a)$. The compliance is therefore
\begin{equation}
C=\frac{D}{P}=\frac{2a^3}{3E'I}=\frac{8a^3}{E'bh^3}.
\label{eq:C}
\end{equation}

The stored energy is $U=PD/2=D^2/(2C)$. At fixed opening the grips do no work, so the energy released per unit of new crack area is
\begin{equation}
G=-\frac1b\left(\frac{\partial U}{\partial a}\right)_D
=\frac{D^2}{2bC^2}\frac{dC}{da}
=\frac{P^2}{2b}\frac{dC}{da}
=\frac{12P^2a^2}{E'b^2h^3}.
\label{eq:G}
\end{equation}
The last step uses $dC/da=24a^2/(E'bh^3)$.

Now comes the tempting step. The interface has a fracture energy, and a moving crack is taken to sit at that value, so $G$ is set constant. Then \eqref{eq:G} makes $Pa$ constant, and
\begin{equation}
a\frac{dP}{dt}+Pv=0
\quad\Longrightarrow\quad
v_{\rm wrong}=-\frac{a}{P}\frac{dP}{dt}.
\label{eq:wrong}
\end{equation}
For the given reading this yields $326$ nm/s.

\section{Where it fails}

Equations \eqref{eq:C} and \eqref{eq:G} are sound within beam theory. The fault is the constancy of $G$, which replaces the condition that the experiment actually imposes. The locked grips fix $D=CP$, and so fix $Pa^3$. If $Pa$ were constant as well, their ratio $a^2$ would be constant and the crack could not move.

To see what $G$ does, insert $P=E'bh^3D/(8a^3)$ into \eqref{eq:G}:
\begin{equation}
G=\frac{12a^2}{E'b^2h^3}\,\frac{E'^2b^2h^6D^2}{64a^6}
=\frac{3E'h^3D^2}{16a^4}.
\label{eq:GD}
\end{equation}
At fixed opening $G$ falls as $a^{-4}$. A crack that needed one fixed value of $G$ would stop at once. In moist air the crack can continue below the value for fast fracture, because chemical attack at its tip lets it grow at a rate that depends on $G$. The relaxation run samples this dependence while $G$ falls.

Equation \eqref{eq:wrong} does describe another experiment. If the grips are moved so that $Pa$ stays constant, then $D\propto Pa^3\propto a^2$, and the opening must grow at the relative rate $2v/a$.

\section{Right solution}

With $D$, $E'$, $b$ and $h$ constant, \eqref{eq:C} makes $Pa^3$ constant. Differentiate and divide by $3Pa^2$:
\begin{equation}
a^3\frac{dP}{dt}+3Pa^2v=0
\quad\Longrightarrow\quad
\boxed{\,v=-\frac{a}{3P}\frac{dP}{dt}\,}
\label{eq:main}
\end{equation}
Growth makes $dP/dt$ negative, so $v$ is positive. The modulus and the cross-section cancel, and no growth law was used. The factor 3 is the exponent in $C\propto a^3$: a relative increase of $1\%$ in length lowers the load by about $3\%$.

For the second question, $Pa^3=P_0a_0^3$ gives the current length, which is then put into \eqref{eq:main}:
\begin{equation}
a=a_0\left(\frac{P_0}{P}\right)^{1/3},\qquad
v=-\frac{a_0P_0^{1/3}}{3P^{4/3}}\frac{dP}{dt}.
\label{eq:loadonly}
\end{equation}
One measured length is enough, but it is needed: the load record alone gives the relative growth rate $v/a$.

For the third question,
\begin{equation}
v=\frac{20.489\times10^{-3}\ {\rm m}}{3(1.6198\ {\rm N})}
\,(25.744\times10^{-6}\ {\rm N/s})
=1.085\times10^{-7}\ {\rm m/s},
\end{equation}
or $108.5$ nm/s, one third of the tempting answer.

If the grips do move, $a^3\propto D/P$ gives the more general relation
\begin{equation}
v=\frac a3\left(\frac1D\frac{dD}{dt}-\frac1P\frac{dP}{dt}\right).
\label{eq:general}
\end{equation}
Under constant load the second term vanishes, and the velocity must be read from the opening instead. Equation \eqref{eq:main} would then report zero for a growing crack.

\section{A relaxation run with a known velocity}

The reading in the problem comes from a simulated run, so its true velocity is known. The arms have $h=775\ \mu$m and $b=8.0$ mm, with $a_0=20.0$ mm. For silicon, the rough constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa are used, with the arm along $[110]$ and its thickness along $[001]$. The stiffness along the arm is $c_{xx}=(c_{11}+c_{12})/2+c_{44}=195$ GPa. Setting the stress through the thickness to zero, with no strain across the width, gives
\begin{equation}
E'=c_{xx}-\frac{c_{12}^2}{c_{11}}=170.3\ {\rm GPa}.
\end{equation}

The compliance was computed with two-dimensional finite elements, without beam theory. The material ahead of the crack was held at zero normal displacement on the symmetry plane. For slender arms the result follows
\begin{equation}
C\simeq\frac{8(a+\chi h)^3}{E'bh^3},\qquad \chi\simeq0.63.
\label{eq:root}
\end{equation}
The extra length $\chi h=0.49$ mm arises because the material at the crack front deforms, whereas a built-in end would not. These values carry a mesh error: the converged result is $\chi\simeq0.64$, or $\chi h=0.50$ mm. The run below keeps the mesh value. The converged one would lower the loads by about $0.001$ N, raise $D$ by $0.2\ \mu$m and change the velocities by less than $0.1\%$.

The crack was advanced numerically by the model law $v=v_0\exp[(G-G_0)/g]$, with $v_0=10\ \mu$m/s, $G_0=3.00$ J/m$^2$ and $g=0.060$ J/m$^2$. Requiring $G=G_0$ at the start, with the finite-element compliance, sets $P_0=1.7386$ N and $D=188.5\ \mu$m. The load rate was obtained from the computed load by central differences. In the table, $v$ is the velocity that drove the crack and $v_{\rm s}$ is the value recovered from \eqref{eq:main}.

\begin{center}
\begin{tabular}{rccccc}
$t$ & $P$ & $-dP/dt$ & $a$ & $v$ & $v_{\rm s}$\\
(s) & (N) & ($\mu$N/s) & (mm) & (nm/s) & (nm/s)\\
\hline
10 & 1.7209 & 1276.8 & 20.070 & 5084 & 4963\\
100 & 1.6772 & 233.93 & 20.247 & 963.9 & 941.3\\
1000 & 1.6198 & 25.744 & 20.489 & 111.1 & 108.5\\
10000 & 1.5599 & 2.627 & 20.754 & 11.92 & 11.65
\end{tabular}
\end{center}

Between the start and the last row, $Pa$ falls from $34.8$ to $32.4$ N\,mm, while $Pa^3$ changes by only $0.3\%$. Meanwhile $G$ falls from $3.00$ to $2.60$ J/m$^2$. This decrease of about $13\%$ is enough to slow the crack by almost three orders of magnitude, because $g$ is much smaller than $G$.

The growth law also explains why the later velocities fall almost as $1/t$. Since $dG/da=-4G/a$ from \eqref{eq:GD},
\begin{equation}
\frac{dv}{dt}=\frac vg\frac{dG}{da}\,v=-\frac{4G}{ag}v^2,
\qquad
\frac{d}{dt}\left(\frac1v\right)=\frac{4G}{ag}.
\end{equation}
Over the run $G/a$ falls by about $17\%$, which is little beside the change in $v$. Treating it as constant gives $v\simeq ag/(4Gt)$ once $t$ is long compared with $ag/(4Gv_0)\simeq10$ s. At $1000$ s, where $G=2.73$ J/m$^2$, the estimate is $113$ nm/s, close to the true $111$ nm/s. It is good to a few per cent only, and its errors partly cancel: with $a+\chi h$ in place of $a$ it gives $115$ nm/s, while the $10$ s offset and the larger earlier values of $G/a$ lower the true velocity.

\section{How slender is slender?}

The recovered velocities are $2.3$ to $2.4\%$ below the true ones. For any compliance $C(a)$, fixed opening requires
\begin{equation}
C\frac{dP}{dt}+P\frac{dC}{da}v=0.
\end{equation}
Solving for $dP/dt$ and inserting it into \eqref{eq:main} gives the ratio of recovered to true velocity. With \eqref{eq:root} this becomes
\begin{equation}
\frac{v_{\rm s}}{v}=\frac{a}{3C}\frac{dC}{da}
\simeq\frac{a}{a+\chi h}.
\label{eq:ratio}
\end{equation}
Direct differentiation of the finite-element compliance gives ratios of about $0.89$, $0.94$, $0.97$ and $0.98$ for $a/h=5$, $10$, $20$ and $40$. The error relative to the true velocity thus falls roughly as $h/a$.

The remedy is to replace $a$ by $a+\chi h$ in \eqref{eq:main}. At $1000$ s this changes $108.5$ into $111.1$ nm/s, which agrees with the true value. The load-only form \eqref{eq:loadonly} has almost the same error: it gives $a=20.477$ mm and $v=108.5$ nm/s at that time. Root deformation matters more for $G$, which contains the square of the effective length when computed from the load and its inverse fourth power when computed from the opening. At the start \eqref{eq:G} gives $2.86$ J/m$^2$ and \eqref{eq:GD} gives $3.30$ J/m$^2$, instead of $3.00$ J/m$^2$.

\section{Compliant grips, film stress and drift}

Let the load train have compliance $C_{\rm m}$ in series with the specimen, and let $D$ now denote the total displacement. Suppose also that a film of thickness $t_{\rm f}$ and tensile stress $\sigma$ stays on one arm after the crack has passed. Its force per width $\sigma t_{\rm f}$ acts at a distance $h/2$ from the arm's mid-plane. Dividing the moment per width by the bending stiffness per width gives the curvature
\begin{equation}
\kappa=\frac{\sigma t_{\rm f}h/2}{E'h^3/12}
=\frac{6\sigma t_{\rm f}}{E'h^2}.
\end{equation}
The film tries to shorten the crack face of its arm, so the arm bends towards the other one and closes the opening by $\kappa a^2/2$. The displacement balance and its time derivative are
\begin{align}
D&=(C+C_{\rm m})P-\frac{\kappa a^2}{2},\\
\frac{dD}{dt}&=(C+C_{\rm m})\frac{dP}{dt}
+\left(\frac{3CP}{a}-\kappa a\right)v,
\end{align}
where $dC/da=3C/a$ for the beam. Solve for $v$, and divide numerator and denominator by $3CP/a$. With $v_{\rm s}=-(a/3P)\,dP/dt$,
\begin{equation}
v=\frac{\left(1+C_{\rm m}/C\right)v_{\rm s}
+\dfrac{a}{3CP}\dfrac{dD}{dt}}
{1-\kappa a^2/(3CP)}.
\label{eq:corrections}
\end{equation}
This answers the fourth question. The numbers below take each effect separately at $a_0$.

A rough machine compliance of $1\ \mu$m/N stands beside the beam value $C=100.9\ \mu$m/N, so $v_{\rm s}$ is $1.0\%$ low. A film with a rough stress of $50$ MPa and a thickness of $500$ nm gives $\kappa=1.47\times10^{-3}$ m$^{-1}$. It closes the opening by $0.29\ \mu$m and makes $v_{\rm s}$ only $0.1\%$ low. This curvature assumes no bending across the width; for an arm free to bend both ways the biaxial modulus of about $181$ GPa replaces $E'$, and $\kappa$ is $6\%$ smaller. With $CP\simeq D$, the film correction $\kappa a^2/(3CP)$ is $2(\sigma/E')(t_{\rm f}/h)\,a^2/(hD)$. It is small here because the two small ratios $\sigma/E'$ and $t_{\rm f}/h$ together outweigh the large factor $a^2/(hD)$.

Drift is different, because it adds a velocity instead of a percentage. Take a $100$ mm frame with an expansion coefficient of $12\times10^{-6}$ K$^{-1}$, whose temperature changes by $0.1$ K per hour. If this expansion goes wholly into the opening,
\begin{equation}
\left|\frac{dD}{dt}\right|=0.033\ {\rm nm/s},\qquad
\frac{a_0}{3D}\left|\frac{dD}{dt}\right|=1.2\ {\rm nm/s}.
\end{equation}
An increasing opening supports the load and makes $v_{\rm s}$ too low; a decreasing one makes it too high. The shift is negligible for the first row of the table but is $10\%$ of the velocity in the last. Near $1$ nm/s it would be as large as the velocity itself.

\section{Relation to a real test}

The arm thickness is that of a full 300 mm silicon wafer, and a few J/m$^2$ is a rough range for the fracture energy of organosilicate low-$k$ films. The constants of the growth law are model parameters, so the table is not a prediction for a particular film. A real sandwich also contains a bonding layer. Under a given normal stress, a layer of thickness $t_i$ and modulus $M_i$ stretches about as much as silicon of thickness $E't_i/M_i$. The extra length $\chi h$ comes from deformation of silicon over a depth of order $h$, so a rough allowance for the layers is an added length $E'\sum_i t_i/M_i$. With rough values of $8$ GPa for the film and $2\ \mu$m of glue at $3$ GPa this is of the order of $0.1$ mm, below $1\%$ of $a_0$. This scaling estimate is probably a few times too large, because the extra length grows more slowly than in proportion to the compliance ahead of the crack. The finite-element model does not test it. Finite deflection enters at the order $(D/2a_0)^2\simeq2\times10^{-5}$.

With the rough values used here, root deformation is the largest effect for fast cracks and thermal drift for the slowest. The ranking depends on those values: a load train softer than about $2.5\ \mu$m/N would outweigh root deformation for this specimen. The assumption that needs separate care is that the load falls through crack growth alone. If creep of the glue or slip in the grips lowers the load at a relative rate $r$ while the crack stands still, \eqref{eq:main} reports a false velocity $ar/3$. The load record by itself cannot separate this from growth; a second measurement of the crack length at the end of the run can reveal it.
